# Atomic-hydrogen cleaning of a carbon film: removal time and first correction: verification in Python

```python
# Result under test: time to remove a carbon film with atomic hydrogen,
#     t = n d / (Y F)
# n: carbon atoms per cm3, d: film thickness, F: H atoms per cm2 per s,
# Y: mean number of carbon atoms removed per arriving H atom.
# Also sized: redeposition from butadiene, uneven removal, and heating.
# Lengths are in cm inside the program unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import poisson

rng = np.random.default_rng(12345)
kB = const.k
kB_eV = const.k / const.e
torr = const.torr
amu = const.atomic_mass

# Given inputs
thickness_nm = 2.0
thickness = thickness_nm * 1e-7
density = 1e23
flux = 1e17
removal_yield = 1e-4
# Chosen or rough inputs for the neglected effects
temperature = 300.0
mass_H = 1.008 * amu
mass_C_u = 12.011
mass_butadiene = (4 * mass_C_u + 6 * 1.008) * amu
butadiene_torr = 1e-9
bond_eV = 4.5            # rough H2 bond energy
activation_eV = 0.1      # assumed activation energy of the yield
slab = 4.0               # glass thickness, cm
heat_capacity = 2.0      # rough, J/(cm3 K)
conductivity = 0.015     # rough, W/(cm K)

# Nominal estimate
areal = density * thickness
rate = removal_yield * flux
time_nominal = areal / rate
dose = areal / removal_yield
recession_nm_min = rate / density * 1e7 * 60
methane_fraction = 4 * removal_yield
mass_density = density * mass_C_u * amu * 1e3


def wall_flux(pressure_torr, mass):
    """Kinetic flux to a wall, per cm2 per s."""
    p = pressure_torr * torr
    return p / np.sqrt(2 * np.pi * mass * kB * temperature) * 1e-4


def wall_flux_quadrature(pressure_torr, mass):
    """The same flux from the Maxwell distribution of normal velocity."""
    number = pressure_torr * torr / (kB * temperature)
    scale = np.sqrt(kB * temperature / mass)
    integral = quad(lambda u: u * np.exp(-u * u / 2), 0, 12)[0]
    return number * scale * integral / np.sqrt(2 * np.pi) * 1e-4


pressure_H = flux / wall_flux(1.0, mass_H)
assert abs(wall_flux_quadrature(pressure_H, mass_H) / flux - 1) < 1e-7

# Redeposition, every butadiene molecule captured (upper limit)
flux_butadiene = wall_flux(butadiene_torr, mass_butadiene)
deposit_rate = 4 * flux_butadiene
time_redeposition = areal / (rate - deposit_rate)
break_even_torr = rate / (4 * wall_flux(1.0, mass_butadiene))
check_rate = 4 * wall_flux_quadrature(break_even_torr, mass_butadiene)
assert abs(check_rate / rate - 1) < 1e-7


def simulate_patch(yield_value, molecule_flux):
    """Random arrivals on a 20 nm square; returns time and H dose."""
    area = (20e-7) ** 2
    carbon_start = round(areal * area)
    seconds = 10000
    arrivals = rng.poisson(flux * area, seconds)
    removed = rng.binomial(arrivals, yield_value)
    added = 4 * rng.poisson(molecule_flux * area, seconds)
    net = np.cumsum(removed - added)
    assert net.max() >= carbon_start
    last = int(np.argmax(net >= carbon_start))
    return last + 1.0, arrivals[:last + 1].sum() / area


# Counting noise is about 0.4 percent; time resolution is 1 s.
time_sim, dose_sim = simulate_patch(removal_yield, 0.0)
assert abs(time_sim / time_nominal - 1) < 0.02
assert abs(dose_sim / dose - 1) < 0.02
time_sim_dep, _ = simulate_patch(removal_yield, flux_butadiene)
assert abs(time_sim_dep / time_redeposition - 1) < 0.025
yield_low, yield_high = 3e-5, 3e-4
time_low_yield = areal / (yield_low * flux)
time_high_yield = areal / (yield_high * flux)
for y, expected in ((yield_low, time_low_yield),
                    (yield_high, time_high_yield)):
    assert abs(simulate_patch(y, 0.0)[0] / expected - 1) < 0.02

# Uneven removal: independent columns, attempts on bare columns wasted
site_density = density ** (2 / 3)
layers = areal / site_density
whole = int(np.floor(layers))
fraction = layers - whole


def remaining_layers(time):
    mean_attempts = rate * time / site_density

    def one_height(height):
        k = np.arange(height)
        return np.sum((height - k) * poisson.pmf(k, mean_attempts))

    return ((1 - fraction) * one_height(whole)
            + fraction * one_height(whole + 1))


def simulate_columns(time):
    columns = 200000
    heights = whole + (rng.random(columns) < fraction)
    attempts = round(columns * rate * time / site_density)
    hits = np.bincount(rng.integers(0, columns, attempts),
                       minlength=columns)
    return np.maximum(heights - hits, 0).mean()


left_nominal = remaining_layers(time_nominal)
left_estimate = np.sqrt(layers / (2 * np.pi))
left_sim = simulate_columns(time_nominal)
time_five_percent = brentq(
    lambda t: remaining_layers(t) - 0.05 * layers,
    time_nominal, 4 * time_nominal)
left_sim_late = simulate_columns(time_five_percent)
assert abs(left_sim / left_nominal - 1) < 0.02
assert abs(left_sim_late / (0.05 * layers) - 1) < 0.03
# The square-root estimate is a large-height approximation.
assert abs(left_estimate / left_nominal - 1) < 0.05

# Heating, full recombination energy left in an insulated slab
heat_flux = flux * bond_eV / 2 * const.e
rise_formula = (heat_flux * time_nominal / (heat_capacity * slab)
                + heat_flux * slab / (3 * conductivity))
cells = 200
dx = slab / cells
steps = 2000
dt = time_nominal / steps
laplace = (np.diag(-2.0 * np.ones(cells))
           + np.diag(np.ones(cells - 1), 1)
           + np.diag(np.ones(cells - 1), -1))
laplace[0, 0] = laplace[-1, -1] = -1.0
diffusion = conductivity / heat_capacity / dx ** 2
propagator = np.linalg.inv(np.eye(cells) - dt * diffusion * laplace)
profile = np.zeros(cells)
surface_rise = np.zeros(steps)
for i in range(steps):
    profile[0] += dt * heat_flux / (heat_capacity * dx)
    profile = propagator @ profile
    surface_rise[i] = profile[0] + heat_flux * dx / (2 * conductivity)
assert abs(surface_rise[-1] / rise_formula - 1) < 0.005


def yield_factor(rise):
    return np.exp(activation_eV / kB_eV
                  * (1 / temperature - 1 / (temperature + rise)))


factor_end = yield_factor(rise_formula)
removed_heated = np.cumsum(rate * yield_factor(surface_rise) * dt)
times = dt * np.arange(1, steps + 1)
time_heated = np.interp(areal, removed_heated, times)
assert time_nominal / factor_end < time_heated < time_nominal


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Film thickness", thickness_nm, "nm")
show("Carbon density", density, "atoms/cm3")
show("Implied mass density of carbon", mass_density, "g/cm3", ".3g")
show("Hydrogen flux", flux, "atoms/(cm2 s)")
show("Removal yield", removal_yield, "C per H")
show("Carbon per area", areal, "atoms/cm2")
show("Carbon removal rate", rate, "atoms/(cm2 s)")
show("Surface recession", recession_nm_min, "nm/min", ".3g")
show("Nominal removal time", time_nominal, "s")
show("Nominal removal time", time_nominal / 60, "min", ".3g")
show("Random-arrival removal time", time_sim, "s")
show("Hydrogen dose", dose, "atoms/cm2")
show("Hydrogen fraction bound in methane", methane_fraction, "")
show("Gas and starting surface temperature", temperature, "K")
show("Atomic hydrogen partial pressure", pressure_H, "Torr", ".2g")
show("Low trial yield", yield_low, "C per H")
show("Time at low yield", time_low_yield / 60, "min", ".3g")
show("High trial yield", yield_high, "C per H")
show("Time at high yield", time_high_yield / 60, "min", ".3g")
show("Butadiene pressure", butadiene_torr, "Torr")
show("Butadiene flux", flux_butadiene, "molecules/(cm2 s)", ".3g")
show("Largest carbon deposition rate", deposit_rate,
     "atoms/(cm2 s)", ".3g")
show("Time with redeposition", time_redeposition / 60, "min", ".3g")
show("Random-arrival time with redeposition", time_sim_dep / 60,
     "min", ".3g")
show("Break-even butadiene pressure", break_even_torr, "Torr", ".2g")
show("Site density of one layer", site_density, "atoms/cm2", ".3g")
show("Mean film height", layers, "layers", ".3g")
show("Column model, left at nominal time", left_nominal, "layers", ".3g")
show("Random hits, left at nominal time", left_sim, "layers", ".3g")
show("Square-root estimate of remainder", left_estimate, "layers", ".3g")
show("Column model, share left at nominal time",
     100 * left_nominal / layers, "percent", ".3g")
show("Column model, time to 5 percent left", time_five_percent / 60,
     "min", ".3g")
show("Rough H2 bond energy", bond_eV, "eV")
show("Glass thickness", slab * 10, "mm")
show("Rough glass heat capacity", heat_capacity, "J/(cm3 K)")
show("Rough glass conductivity", conductivity, "W/(cm K)")
show("Largest recombination heat flux", heat_flux, "W/cm2", ".2g")
show("Surface temperature rise, formula", rise_formula, "K", ".3g")
show("Surface temperature rise, heat equation", surface_rise[-1],
     "K", ".3g")
show("Assumed activation energy", activation_eV, "eV")
show("Yield factor at final temperature", factor_end, "", ".3g")
show("Time with heating", time_heated / 60, "min", ".3g")
print("every check passed")
```

Output:

```
Film thickness: 2 nm
Carbon density: 1e+23 atoms/cm3
Implied mass density of carbon: 1.99 g/cm3
Hydrogen flux: 1e+17 atoms/(cm2 s)
Removal yield: 0.0001 C per H
Carbon per area: 2e+16 atoms/cm2
Carbon removal rate: 1e+13 atoms/(cm2 s)
Surface recession: 0.06 nm/min
Nominal removal time: 2000 s
Nominal removal time: 33.3 min
Random-arrival removal time: 2001 s
Hydrogen dose: 2e+20 atoms/cm2
Hydrogen fraction bound in methane: 0.0004
Gas and starting surface temperature: 300 K
Atomic hydrogen partial pressure: 5e-05 Torr
Low trial yield: 3e-05 C per H
Time at low yield: 111 min
High trial yield: 0.0003 C per H
Time at high yield: 11.1 min
Butadiene pressure: 1e-09 Torr
Butadiene flux: 2.76e+11 molecules/(cm2 s)
Largest carbon deposition rate: 1.1e+12 atoms/(cm2 s)
Time with redeposition: 37.5 min
Random-arrival time with redeposition: 37.4 min
Break-even butadiene pressure: 9.1e-09 Torr
Site density of one layer: 2.15e+15 atoms/cm2
Mean film height: 9.28 layers
Column model, left at nominal time: 1.22 layers
Random hits, left at nominal time: 1.22 layers
Square-root estimate of remainder: 1.22 layers
Column model, share left at nominal time: 13.1 percent
Column model, time to 5 percent left: 41.7 min
Rough H2 bond energy: 4.5 eV
Glass thickness: 40 mm
Rough glass heat capacity: 2 J/(cm3 K)
Rough glass conductivity: 0.015 W/(cm K)
Largest recombination heat flux: 0.036 W/cm2
Surface temperature rise, formula: 12.2 K
Surface temperature rise, heat equation: 12.2 K
Assumed activation energy: 0.1 eV
Yield factor at final temperature: 1.16
Time with heating: 30.5 min
every check passed
```
